# Hammer–Nørskov d-Band Adsorption Energy and the Order Copper, Silver, Gold

**Q.** Coupling between two levels pushes the lower one down, and that is how bonds form. Yet gold, whose d states couple more strongly to an adsorbate than those of copper or silver, is said to be the noblest of the three. How can a stronger coupling give a weaker bond?

**A.** It depends on which of the coupled levels are occupied, and on the overlap of the orbitals. To see this we need a model that keeps both. Let the adsorbate first interact with the broad sp band of the metal. This gives an energy $E_{sp}$ and leaves one renormalised adsorbate level $\varepsilon_a$. Then let this level interact with the d states $\varepsilon_k$, $k=1,\dots,N$. The adsorption energy is

$$E_{ad}=E_{sp}+\Delta E_d ,$$

negative for binding. I calculate $\Delta E_d$ as the change in the sum of occupied one-electron energies. Changes of the electron–electron energy beyond this sum are neglected, which is an assumption of the model.

**Q.** A hydrogen atom brings one electron. How many do you put in $\varepsilon_a$?

**A.** Two, as long as $\varepsilon_a$ lies below the Fermi level, which is the zero of energy here. The second electron comes from the metal, and the energy of that transfer belongs to $E_{sp}$. So before the d coupling is turned on, $\varepsilon_a$ is doubly occupied and a fraction $f$ of the d states is filled. I also take $\varepsilon_a$ below the d band, and return to an empty adsorbate level later.

**Q.** What do you call the coupling? If the orbitals overlap, the matrix element $H_{ak}$ changes when the zero of energy is moved.

**A.** It does. With $S_k=\langle a|k\rangle$, all orbitals real and normalised, and the d states orthogonal to each other, a shift of the zero by $c$ turns $H$ into $H+cS$, so $H_{ak}\to H_{ak}+cS_k$. I therefore define

$$W_k=H_{ak}-\tfrac12(\varepsilon_a+\varepsilon_k)S_k .$$

The mean level also moves by $c$, so the two changes cancel and $W_k$ is invariant. The total strength is $V^2=\sum_kW_k^2$.

One more assumption links overlap and coupling:

$$S_k=-\alpha W_k,\qquad \alpha>0 .$$

Both quantities change sign if the phase of $|k\rangle$ is reversed, so the relation does not depend on phases. A positive $\alpha$ means that a positive overlap goes with a negative coupling. The proportionality is a model statement, not a theorem about orbitals.

**Q.** Start with one d level. Where does the overlap enter?

**A.** Measure energies from the mean of the two levels, so that $\varepsilon_a=-\Delta/2$ and $\varepsilon_d=+\Delta/2$, with $\Delta=\varepsilon_d-\varepsilon_a>0$. Then $H_{ad}=W$, and the condition $\det(H-ES)=0$ reads

$$\left(-\tfrac{\Delta}{2}-E\right)\left(\tfrac{\Delta}{2}-E\right)-(W-SE)^2=0 .$$

The first product is $E^2-\Delta^2/4$. Expanding the square and collecting powers of $E$,

$$(1-S^2)E^2+2WSE-\left(W^2+\tfrac{\Delta^2}{4}\right)=0 .$$

In the quadratic formula the quantity under the root is $W^2S^2+(1-S^2)(W^2+\Delta^2/4)$. The terms $\pm W^2S^2$ cancel, so

$$E_\pm=\frac{-WS\pm\sqrt{W^2+(1-S^2)\Delta^2/4}}{1-S^2}.$$

For small $W$ and $S$ the root is $\Delta/2+W^2/\Delta-S^2\Delta/4$ to second order. The factor $1/(1-S^2)\approx1+S^2$ adds $S^2\Delta/2$. Hence

$$E_\pm\approx-WS\pm\left(\frac{\Delta}{2}+\frac{W^2}{\Delta}+\frac{S^2\Delta}{4}\right).$$

Now insert $S=-\alpha W$. The shifts from $\pm\Delta/2$ are

$$\delta E_\pm=\alpha W^2\pm\frac{W^2}{\Delta}\left(1+\frac{\alpha^2\Delta^2}{4}\right).$$

The second part is hybridisation: one level goes down and the other goes up by the same amount. The first part is the cost of orthogonalisation: it raises both.

**Q.** So if both levels are full, the hybridisation drops out?

**A.** Yes. Two electrons in each level give $2(\delta E_++\delta E_-)=4\alpha W^2$, which is repulsive. The bonding gain is paid back by the antibonding state, and the overlap cost remains.

**Q.** A metal has a band, not one level. I don't see how a fractional filling $f$ can multiply a single antibonding level.

**A.** It should not be put in by hand. Take all $N$ states. The row of $(H-ES)c=0$ for state $k$ gives

$$c_k=-\frac{H_{ak}-ES_k}{\varepsilon_k-E}\,c_a .$$

Inserted in the row for the adsorbate, this yields

$$\varepsilon_a-E=\sum_k\frac{(H_{ak}-ES_k)^2}{\varepsilon_k-E}.$$

For the root near $\varepsilon_a$, set $E=\varepsilon_a$ on the right. With $\Delta_k=\varepsilon_k-\varepsilon_a$, the definition of $W_k$ gives

$$H_{ak}-\varepsilon_aS_k=W_k+\tfrac12\Delta_kS_k=W_k\left(1-\tfrac12\alpha\Delta_k\right),$$

and therefore

$$\delta\varepsilon_a=-\sum_k\frac{W_k^2(1-\alpha\Delta_k/2)^2}{\Delta_k}.$$

For the root near one $\varepsilon_k$, the term with that $k$ dominates the sum, because its denominator is small. Keeping it and setting $E=\varepsilon_k$ elsewhere,

$$\varepsilon_a-\varepsilon_k=\frac{(H_{ak}-\varepsilon_kS_k)^2}{\varepsilon_k-E}
\quad\Rightarrow\quad
\delta\varepsilon_k=\frac{W_k^2(1+\alpha\Delta_k/2)^2}{\Delta_k},$$

since $H_{ak}-\varepsilon_kS_k=W_k-\tfrac12\Delta_kS_k=W_k(1+\alpha\Delta_k/2)$.

Now count electrons, two per occupied level. The adsorbate level is filled, so every $k$ contributes to $\delta\varepsilon_a$. Only the filled d states contribute their own shift.

- A filled state gives $2W_k^2[(1+\alpha\Delta_k/2)^2-(1-\alpha\Delta_k/2)^2]/\Delta_k$. The bracket is $2\alpha\Delta_k$, so the result is $4\alpha W_k^2$.
- An empty state gives $-2W_k^2(1-\alpha\Delta_k/2)^2/\Delta_k$. Expanding the square, this is $-2W_k^2(1+\alpha^2\Delta_k^2/4)/\Delta_k+2\alpha W_k^2$.

**Q.** And the filling factors?

**A.** Give all states the same weight, $W_k^2=V^2/N$, and replace each $\Delta_k$ by the distance $\Delta$ of the band centre from $\varepsilon_a$. There are $(1-f)N$ empty and $fN$ filled states. The overlap terms add to

$$2\alpha V^2(1-f)+4\alpha V^2f=2(1+f)\alpha V^2 .$$

If $(\alpha\Delta/2)^2\ll1$, the correction to the hybridisation term can be dropped, and

$$\boxed{\Delta E_d\approx-\frac{2(1-f)V^2}{\Delta}+2(1+f)\alpha V^2}$$

This is the Hammer–Nørskov form. Hybridisation with a given d state yields a net gain only if that state is empty; orthogonalisation costs energy in either case, and twice as much if the state is filled.

**Q.** You used perturbation theory for each state of a dense band. When is that allowed?

**A.** The adsorbate also couples the d states to each other, with a total strength of order $V^2/\Delta$. This must be small compared with the band width. The use of one $\Delta$ requires in turn that half the band width be small compared with $\Delta$. So the conditions are $V^2/\Delta\ll\text{width}\ll2\Delta$.

A partly filled band of zero width shows what goes wrong otherwise. There a single combination of d states couples to the adsorbate, and the other $N-1$ combinations stay where they were. The electrons fill these first, the one antibonding level stays empty, and the energy no longer depends on $f$.

**Q.** For copper, silver and gold the d band is full. Must I still trust second order?

**A.** No. If all $N+1$ levels are filled, we need only the sum of the eigenvalues, which is $\mathrm{Tr}(S^{-1}H)$. Write $\sigma=\sum_kS_k^2<1$. The inverse of the overlap matrix has the elements

$$(S^{-1})_{aa}=\frac1{1-\sigma},\quad
(S^{-1})_{ak}=-\frac{S_k}{1-\sigma},\quad
(S^{-1})_{kk'}=\delta_{kk'}+\frac{S_kS_{k'}}{1-\sigma}.$$

Multiplication by the overlap matrix confirms it. For example, the $aa$ element of the product is $(1-\sigma)/(1-\sigma)=1$, and the $ak$ element is $S_k[-1+(1-\sigma)+\sigma]/(1-\sigma)=0$. The trace is then

$$\mathrm{Tr}(S^{-1}H)=\sum_k\varepsilon_k+\frac{\varepsilon_a-2\sum_kS_kH_{ak}+\sum_kS_k^2\varepsilon_k}{1-\sigma}.$$

Insert $H_{ak}=W_k+\frac12(\varepsilon_a+\varepsilon_k)S_k$. The terms with $S_k^2\varepsilon_k$ cancel, and the numerator becomes $\varepsilon_a(1-\sigma)-2\sum_kS_kW_k$. So

$$\mathrm{Tr}(S^{-1}H)=\varepsilon_a+\sum_k\varepsilon_k-\frac{2\sum_kS_kW_k}{1-\sigma}.$$

The first two terms are the energy without coupling. With $S_k=-\alpha W_k$ we have $\sigma=\alpha^2V^2$ and $\sum_kS_kW_k=-\alpha V^2$. Two electrons per level give

$$\boxed{\Delta E_d=\frac{4\alpha V^2}{1-\alpha^2V^2}\qquad(f=1)}$$

Within the model this is exact. It contains neither $\varepsilon_a$ nor the position, width or shape of the d band. Direct diagonalisation with irregular levels and unequal couplings confirms it, and also confirms that the energy vanishes when the overlap is set to zero.

**Q.** Then the different depths of the d bands in the three metals do not matter?

**A.** Not directly, while every level stays occupied. They matter for that condition. Suppose the highest antibonding level is pushed to an energy $E_{top}>0$ above the Fermi level. Its two electrons then move to the Fermi level, and the repulsion falls by $2E_{top}$. The formula for the full band would overestimate it.

**Q.** Now the metals. I have seen the ratios 1, 2.26 and 3.35 for Cu, Ag and Au. Are they ratios of $W$?

**A.** They are ratios of the squared coupling $V^2$. I take them as input. The model does not derive them, and so does not say how much of gold's value is due to relativity.

The derivative of the full-band result with respect to $V^2$ is $4\alpha/(1-\alpha^2V^2)^2$, which is positive. With equal $\alpha$, a larger $V^2$ therefore means a larger repulsion, and the order is Cu < Ag < Au. To leading order the repulsions stand in the ratio $1:2.26:3.35$. If $E_{sp}$ is also equal, gold binds the adsorbate most weakly of the three. That is the sense of "noblest" here.

**Q.** Show me numbers, and tell me what they describe.

**A.** They describe a model with round parameters, not calculated surfaces. I take $V^2=0.5\ \mathrm{eV^2}$ for copper and $\alpha=0.1\ \mathrm{eV^{-1}}$. The adsorbate level is at $-6$ eV. The d band has 40 equally spaced states, is centred at $-3$ eV and is 2 eV wide, the same for all three metals, so that the coupling alone differs. For gold,

$$V^2=3.35\times0.5=1.675\ \mathrm{eV^2},\qquad 4\alpha V^2=4\times0.1\times1.675=0.670\ \mathrm{eV}.$$

The denominator is $1-0.01\times1.675=0.98325$, which raises this to $0.681$ eV. The three metals compare as follows.

| | $V^2$ (eV²) | $4\alpha V^2$ (eV) | diagonalisation (eV) |
|---|---|---|---|
| Cu | 0.500 | 0.200 | 0.201 |
| Ag | 1.130 | 0.452 | 0.457 |
| Au | 1.675 | 0.670 | 0.681 |

The ratios from diagonalisation are $1:2.27:3.39$. They exceed the input ratios slightly because the denominator $1-\alpha^2V^2$ decreases as $V^2$ grows.

**Q.** Is the bond formation you cancelled really visible there?

**A.** Yes. For gold the lowest level moves from $-6$ to $-6.348$ eV, so its two electrons gain $2\times0.348=0.696$ eV. The total change is nevertheless $+0.681$ eV. The d-like levels must therefore have risen at a cost of $0.681+0.696=1.377$ eV. The bonding level does go down, and more for gold than for copper, where it reaches $-6.118$ eV. The filled states above it take back more than was gained.

The highest level for gold is at $-1.92$ eV, below the Fermi level, so the full-band formula applies.

**Q.** You gave the three metals the same $\alpha$ and the same $E_{sp}$. How much can these differ before silver overtakes gold?

**A.** At leading order and equal $E_{sp}$, gold has the larger repulsion if $3.35\,\alpha_{Au}>2.26\,\alpha_{Ag}$, that is, if

$$\frac{\alpha_{Au}}{\alpha_{Ag}}>\frac{2.26}{3.35}=0.675 .$$

So gold's $\alpha$ could be almost a third smaller than silver's. If instead $\alpha$ is equal, the model repulsions differ by $0.681-0.457=0.224$ eV. The order changes if $E_{sp}$ is more negative for gold than for silver by more than this. The figure in eV scales with the chosen parameters; the ratio 0.675 does not, at this order. The adsorption geometry must also be comparable, since it affects $V^2$, $\alpha$ and $E_{sp}$. For a hydrogen atom, equal $E_{sp}$ is a weak assumption. In the diatomic hydrides, gold binds hydrogen more strongly than silver does, by more than half an eV, which exceeds the margin found here. The model orders the d repulsions; it does not decide whether silver or gold binds atomic hydrogen more weakly on a real surface.

A positive $\Delta E_d$ does not by itself mean that the atom stays away from the surface. The sign of $E_{ad}$ depends on $E_{sp}$, which this model does not calculate.

**Q.** If a large $V^2$ makes a metal noble, other 5d metals with large couplings should be noble too.

**A.** They need not be. Their d bands are not full, and if the filling is low enough, the d contribution is attractive. To find where it changes sign, keep the small correction and write $x=\alpha\Delta/2$, with $x<1$. The energy changes sign where

$$\frac{(1-f)(1+x^2)}{\Delta}=(1+f)\alpha .$$

Multiply by $\Delta$ and use $\alpha\Delta=2x$. Then $(1-f)(1+x^2)=2x(1+f)$. Collecting the terms with $f$ gives $1-2x+x^2=f(1+2x+x^2)$, or

$$f_c=\left(\frac{1-x}{1+x}\right)^2 .$$

At second order, and for a band narrow enough to be described by one $\Delta$, the d contribution is attractive below $f_c$ and repulsive above it, and in both cases its size grows in proportion to $V^2$. In a partly filled band the Fermi level lies inside the band, not at the zero used for the full bands. Only energy differences enter $\Delta E_d$, so I keep the level positions of the example. With its $\alpha$ and $\Delta$, $x=0.15$ and $f_c=(0.85/1.15)^2=0.546$. For the 2 eV wide band of the example, the second-order sum over the individual states changes sign earlier, near $f=0.50$, because the empty states lie farther from $\varepsilon_a$ than the band centre does. For a band only 0.2 eV wide and weak coupling, diagonalisation puts the sign change between $f=0.525$ and $f=0.575$, in agreement with $f_c=0.546$.

So the coupling has no fixed effect on nobility: while second order holds, it amplifies a sign that is set by $f$, $\alpha$, the positions of the d states relative to $\varepsilon_a$ and the way the coupling is distributed over them. Close to $f_c$ the second-order terms nearly cancel, and at stronger coupling the higher orders can decide the sign. To compare gold with a metal whose d band is partly empty, one needs $f$, $\Delta$, $\alpha$ and $V^2$ together, and also the band width and $E_{sp}$. The ratios for Cu, Ag and Au do not prove that gold is the noblest of all metals.

**Q.** How good is the boxed second-order formula for such an open band, at the couplings of your example?

**A.** That depends on the filling. At $f=0.25$ it is moderately good. Take the same band and first the copper-sized coupling:

$$-\frac{2\times0.75\times0.5}{3}+2\times1.25\times0.1\times0.5=-0.250+0.125=-0.125\ \mathrm{eV}.$$

Diagonalisation gives $-0.133$ eV. For the gold-sized coupling, the formula gives $-0.838+0.419=-0.419$ eV and diagonalisation gives $-0.485$ eV. The formula misses 14% of the diagonalised value. The larger coupling now binds more strongly, as it should below $f_c$.

The second-order sum over the individual states gives $-0.389$ eV, which is further off, by 20%. The boxed formula is closer because of a compensation. The empty states lie in the upper part of the band, where $\Delta_k$ is on average larger than $\Delta$. Using $\Delta$ for all of them exaggerates the attraction, and this makes up for part of what second order leaves out.

The size of the error fits the condition on the coupling. Here $V^2/\Delta=1.675/3=0.56$ eV, which is not very small compared with the width of 2 eV. At $f=0.60$ and $f=0.75$ this coupling is too strong for the formula. At $f=0.60$ the formula gives $+0.089$ eV but diagonalisation $-0.103$ eV, and at $f=0.75$ they give $0.307$ and $0.089$ eV. The error is about $0.2$ eV in both cases, against $0.07$ eV at $f=0.25$. These diagonalised values are for 40 states; for a continuous band of the same width the gold-sized values are lower by $0.003$ to $0.006$ eV. In that band the sign change lies near $f=0.56$ for the copper-sized coupling and near $f=0.69$ for the gold-sized one, against $0.50$ at second order. For the full band the formula is accurate again, with $0.670$ against $0.681$ eV. In tests with much weaker coupling, the remainder beyond the second-order sum stays within a bound proportional to $V^4$.

**Q.** Last objection. Some adsorbates have an empty level above the Fermi level. Is gold still the least reactive of the three towards that level?

**A.** Not by this mechanism. Let $\varepsilon_a$ lie above the Fermi level and define $D_k=\varepsilon_a-\varepsilon_k>0$. Only the d states are occupied now. The earlier equation for the root near $\varepsilon_k$ still holds, with

$$H_{ak}-\varepsilon_kS_k=W_k+\tfrac12D_kS_k=W_k\left(1-\tfrac12\alpha D_k\right),$$

and the denominator is $\varepsilon_k-\varepsilon_a=-D_k$. For a full d band and two electrons per state,

$$\Delta E_d\approx-2\sum_k\frac{W_k^2(1-\alpha D_k/2)^2}{D_k}.$$

No term here is positive. As long as $\alpha D_k<4$, which holds amply in the example, overlap weakens the attraction; at this order it can never reverse it. For a given band and level the energy is proportional to $V^2$, so the metal with the largest coupling gains most.

With the adsorbate level at $+3$ eV and the same full band, diagonalisation gives $-0.082$ eV for Cu, $-0.180$ eV for Ag and $-0.262$ eV for Au. The second-order sum gives $-0.083$, $-0.188$ and $-0.279$ eV. For gold it is too attractive by 6% of the diagonalised value.

**Q.** So an adsorbate with both a filled and an empty level could go either way?

**A.** Yes. If the two levels can be treated separately, the filled one contributes a repulsion and the empty one an attraction, and both grow with $V^2$. Their balance depends on the level positions and on the coupling of each level. The order in which gold comes out noblest was derived here for the case where the filled level dominates, with a full d band and all antibonding states below the Fermi level. If the highest antibonding level rises above the Fermi level, the repulsion is reduced and the order can change. For the band of the example this level crosses at $V^2\approx8.3\ \mathrm{eV^2}$, and with $V^2=4\ \mathrm{eV^2}$ for copper the repulsion for gold, $2.94$ eV, is already below that for silver, $3.51$ eV.

## Values computed for the example and the checks

```
alpha = 0.10 1/eV
adsorbate level = -6.0 eV, d-band centre = -3.0 eV
d-band width = 2.0 eV, number of d states = 40
Delta = 3.0 eV, (alpha Delta/2)^2 = 0.0225
Full d band, filled adsorbate level:
 Cu: V2 ratio = 1.00, V2 = 0.500 eV^2, alpha^2 V2 = 0.00500
   4 alpha V2 = 0.2000 eV, direct = 0.2010 eV
   lowest level = -6.118 eV, highest level = -2.018 eV
 Ag: V2 ratio = 2.26, V2 = 1.130 eV^2, alpha^2 V2 = 0.01130
   4 alpha V2 = 0.4520 eV, direct = 0.4572 eV
   lowest level = -6.248 eV, highest level = -1.987 eV
 Au: V2 ratio = 3.35, V2 = 1.675 eV^2, alpha^2 V2 = 0.01675
   4 alpha V2 = 0.6700 eV, direct = 0.6814 eV
   lowest level = -6.348 eV, highest level = -1.916 eV
direct repulsion ratio Ag/Cu = 2.274
direct repulsion ratio Au/Cu = 3.390
direct repulsion Au minus Ag = 0.2242 eV
direct repulsion Au minus Cu = 0.4804 eV
least alpha_Au/alpha_Ag for Au above Ag (leading order) = 0.675
critical d filling f_c = 0.5463
Open d band, f = 0.25, filled adsorbate level:
 V2 = 0.500 eV^2: hybridisation = -0.2500 eV, orthogonalisation = 0.1250 eV
   centre formula = -0.1250 eV, second-order band sum = -0.1161 eV
   direct = -0.1325 eV
 V2 = 1.675 eV^2: hybridisation = -0.8375 eV, orthogonalisation = 0.4188 eV
   centre formula = -0.4188 eV, second-order band sum = -0.3889 eV
   direct = -0.4853 eV
Full d band, empty adsorbate level at 3.0 eV:
 Cu: second order = -0.0832 eV, direct = -0.0817 eV
 Ag: second order = -0.1881 eV, direct = -0.1804 eV
 Au: second order = -0.2788 eV, direct = -0.2624 eV
```
